# A Straight Direct-Logarithmic Plot Does Not Identify the Oxidation Mechanism

A clean metal surface is exposed to oxygen near room temperature. An oxide film a nanometre or so thick forms quickly, and then growth slows so much that each further decade of time adds only an ångström or two. The thickness $X$ is read at ten times between $10^2$ and $10^5$ s and plotted against $\ln t$. The points lie along a straight line, with some scatter. What has been learned about the process that limits growth?

## The belief and its appeal

The belief is that a good straight line establishes the direct-logarithmic law, and with it a mechanism whose rate falls exponentially with thickness. Half of this is sound, because such a mechanism does give a line. Let

$$\frac{dX}{dt}=k\,e^{-X/L}.$$

Separating variables and integrating from thickness $X(0)$ at $t=0$ gives

$$L\left(e^{X/L}-e^{X(0)/L}\right)=kt .$$

Solving for $X$, with $t_0=(L/k)\,e^{X(0)/L}$,

$$X=L\ln\frac{k}{L}+L\ln(t+t_0).$$

For $t\gg t_0$ this is a line in $\ln t$ with slope $L$.

The slope even seems to carry microscopic information. Suppose that growth is limited by electrons tunnelling through the oxide, with a barrier $\phi$ above their energy. In atomic units, and with the free-electron mass, the wave decays as $e^{-\kappa X}$ with $\kappa=\sqrt{2\phi}$, so the transmitted current falls as $e^{-2\kappa X}$ in a thick barrier. Then

$$L=\frac{1}{2\kappa}=\frac{1}{2\sqrt{2\phi}},\qquad \phi=\frac{1}{8L^2}.$$

Alternatively, an activation barrier may rise linearly with thickness, as $W_0+\mu X$. The factor $e^{-\mu X/k_BT}$ then gives $L=k_BT/\mu$.

The fault lies in the converse step, from the line back to the mechanism. To expose it, we need a different mechanism and the shape of its curve on the same plot.

## A different mechanism on the same plot

In the Cabrera–Mott picture a fixed voltage $V$ stands across the film, and space charge is neglected, so the field is $V/X$. Growth is limited by ions of charge $q$ jumping over a barrier $W$. The top of the barrier lies a distance $a$ from the starting site, so the field lowers the barrier by $qaV/X$ for forward jumps and raises it by the same amount for back jumps. With $N_\Omega$ the surface density of ions times the oxide volume per ion (a length), and $\nu$ the attempt frequency,

$$\frac{dX}{dt}=u\left(e^{X_1/X}-e^{-X_1/X}\right),\qquad X_1=\frac{qaV}{k_BT},\qquad u=N_\Omega\,\nu\,e^{-W/k_BT}.$$

Define $z=X_1/X$. Back jumps are weaker than forward jumps by $e^{-2z}$ and can be dropped when $z$ is large. In the opposite limit, $X\gg X_1$, the bracket becomes $2X_1/X$ and the film grows parabolically, $X^2\approx4uX_1t$; nothing below applies there. The linear lowering treats the starting site and the barrier top as fixed in position. It makes the barrier vanish at $X_c=qaV/W$, so the formula can be used only for $X>X_c$.

With forward jumps alone, $u\,dt=e^{-X_1/x}dx$. The integrand rises so steeply with $x$ that the early film contributes almost nothing, and the lower limit may be set to zero. Substituting $x=X/y$, so that $dx=-X\,dy/y^2$,

$$ut=\int_0^X e^{-X_1/x}\,dx=X\int_1^\infty\frac{e^{-zy}}{y^2}\,dy=X\,E_2(z),$$

where $E_2$ is an exponential integral. Repeated integration by parts gives its large-$z$ form,

$$E_2(z)=\frac{e^{-z}}{z}\left(1-\frac{2}{z}+\frac{6}{z^2}-\dots\right).$$

At leading order $ut\approx(X^2/X_1)\,e^{-X_1/X}$. Taking the logarithm and dividing by $X_1$,

$$\frac1X\approx\frac{1}{X_1}\ln\frac{X^2}{X_1u}-\frac{1}{X_1}\ln t .$$

The first term on the right varies slowly. Treating it as constant gives the inverse-logarithmic law $1/X=A-B\ln t$.

Now consider this growth on the direct plot. Write $\ell=\ln t$. The slope is

$$g=\frac{dX}{d\ell}=t\frac{dX}{dt}=ut\,e^{z}=X e^{z}E_2(z)\approx\frac{X^2}{X_1}.$$

To see how it changes, write $g=e^{X_1/X}F(X)$ with $F=ut$ and $dF/dX=e^{-X_1/X}$. The product rule gives

$$g'=\frac{dg}{dX}=1-\frac{X_1}{X^2}\,g=\frac2z-\frac{6}{z^2}+\dots,$$

and the curvature is

$$\frac{d^2X}{d\ell^2}=g'\frac{dX}{d\ell}=gg'.$$

The curve bends upward. Over a window of length $\Lambda=\ln(t_{\max}/t_{\min})$ its slope changes by a fraction of about $2\Lambda/z$. Even when this fraction is not very small, the points can stay close to a line, as the next section shows.

## How straight is it?

Take $N$ points equally spaced by $h$ in $\ln t$, and label them by $j$, running in unit steps from $-(N-1)/2$ to $(N-1)/2$. Near the centre of the window the curve is a parabola,

$$X\approx X_m+g\,hj+\tfrac12gg'h^2j^2 .$$

A fitted line removes the linear term and, since $j^2$ is uncorrelated with $j$ by symmetry, only the mean of the quadratic term. The averages needed are $\langle j^2\rangle=(N^2-1)/12$ and $\langle j^4\rangle=(N^2-1)(3N^2-7)/240$, so that

$$\langle j^4\rangle-\langle j^2\rangle^2=\frac{(N^2-1)(N^2-4)}{180}.$$

The root-mean-square misfit of the best line is therefore

$$\delta=\frac{gg'h^2}{2}\sqrt{\frac{(N^2-1)(N^2-4)}{180}}.$$

Dividing $\delta^2$ by the variance of $X$, which is nearly $g^2h^2(N^2-1)/12$, gives

$$1-R^2\approx\frac{g'^2h^2(N^2-4)}{60}.$$

For many points and large $z$ this tends to $\Lambda^2/(15z^2)$. On the direct plot $R^2$ is thus close to one when $\Lambda$ is well below $z$, even though no direct-logarithmic mechanism is present.

Consider a model oxide with round parameters: $q=3$, $a=3$ bohr, $V=0.06$ hartree/$e$, $W=0.057$ hartree, $N_\Omega=6$ bohr, $\nu=10^{13}$ s$^{-1}$ and $T=300$ K. With $k_BT=9.50\times10^{-4}$ hartree,

$$X_1=\frac{3\times3\times0.06}{9.50\times10^{-4}}\approx568\ \text{bohr},\qquad u\approx5.27\times10^{-13}\ \text{bohr/s}.$$

Between $10^2$ and $10^5$ s the film grows from 24.1 to 32.9 bohr, or roughly 1.3 to 1.7 nm, well above $X_c=9.5$ bohr. The field $V/X$ is then 13 to 9 MV/cm, comparable to or above the breakdown fields of thick oxides, so the parameters are illustrative and describe a very thin film only. Numerical integration of the full rate, started at $X_c$ and with back jumps kept, confirms the closed form for $t(X)$.

At the middle of the window $X=27.8$ bohr, $z=20.4$, $g=1.245$ bohr and $g'=0.0858$. With $N=10$ and $h=0.7675$,

$$\delta\approx\frac{1.245\times0.0858\times0.7675^2}{2}\times7.27\approx0.229\ \text{bohr}.$$

A direct least-squares fit gives 0.234 bohr, and $R^2=0.993$ without any noise. The fitted slope is 1.264 bohr. Read as a tunnelling length, it yields

$$\phi=\frac{1}{8\times1.264^2}\approx0.078\ \text{hartree}\approx2.1\ \text{eV}.$$

This would pass for a reasonable barrier height, yet tunnelling does not enter the model that produced the data. The number itself is soft. Summing the current over a Fermi sea (Fermi energy 0.3 hartree, same square barrier) adds a power-law factor in $X$ and lowers it to about 1.7 eV, while an oxide effective mass of 0.3 to 0.5 raises the simple estimate to between 7 and 4 eV. A sensible-looking parameter does not rescue the inference.

## What noise does to the comparison

Without noise the inverse plot would expose the difference. Since $g/X^2=(1-g')/X_1$ from the expression for $g'$,

$$\frac{d(1/X)}{d\ell}=-\frac{g}{X^2}=-\frac{1-g'}{X_1}.$$

This slope varies only through the small quantity $g'$. At leading order $g'\approx2X/X_1$, so $g'$ changes by $(2/X_1)(X^2/X_1)=2/z^2$ per unit of $\ln t$, compared with a fractional slope change of $2/z$ on the direct plot. The computed $1-R^2$ is $1.3\times10^{-5}$ on the inverse plot and $7.0\times10^{-3}$ on the direct one. Even so, the inverse plot's slope does not return $X_1$ itself. It returns about $X_1/(1-g')=622$ bohr, some 9% above the true value.

Now let each reading carry an independent Gaussian error of standard deviation $\sigma=0.6$ bohr, about 0.3 Å. Fit both two-parameter laws by least squares in $X$. Let $\mathbf d$ be the vector of noise-free residuals of the line, with length $\sqrt N\,\delta$, and let $\boldsymbol\varepsilon$ be the noise left after fitting. The inverse law's own misfit, 0.01 bohr, is negligible. Both fits absorb nearly the same two components of the noise, so their residual sums of squares differ by

$$S_{\rm line}-S_{\rm inv}\approx|\mathbf d+\boldsymbol\varepsilon|^2-|\boldsymbol\varepsilon|^2=|\mathbf d|^2+2\,\mathbf d\cdot\boldsymbol\varepsilon .$$

The last term is Gaussian with mean zero and standard deviation $2\sigma|\mathbf d|$. The wrong law has the smaller residual when the sum is negative, which happens with probability

$$P_{\rm wrong}\approx\Phi\!\left(-\frac{D}{2}\right),\qquad D=\frac{|\mathbf d|}{\sigma}=\frac{\sqrt N\,\delta}{\sigma},$$

where $\Phi$ is the cumulative normal distribution. For large noise this tends to one half, a coin toss; for vanishing noise it tends to zero.

Here $D=\sqrt{10}\times0.234/0.6\approx1.23$ and $P_{\rm wrong}\approx0.27$. Fits to simulated noisy data give 0.28. In more than a quarter of such experiments the straight line fits inverse-logarithmic growth better than the inverse-logarithmic law does.

An absolute goodness-of-fit test hardly helps. For the line, $S_{\rm line}/\sigma^2$ follows a noncentral $\chi^2$ distribution with $N-2=8$ degrees of freedom and noncentrality $D^2\approx1.5$. Its mean is about 9.5, where a correct law would give 8, while the scatter of $\chi^2$ with 8 degrees of freedom is $\sqrt{16}=4$. At the 5% level the line is accepted in 89% of the simulated data sets and the inverse law in 95%. The mean $R^2$ values are 0.958 and 0.964. This is the sense in which the two laws fit equally well: the line is slightly worse on average, but one data set seldom shows it.

The ambiguity runs both ways. When the data are generated from the straight line instead, the inverse law wins in 26% of cases.

## Does upward bending settle it?

One might look for the upward curvature itself. But the direct law also bends upward when $t_0$ is not negligible. From $X=L\ln(t+t_0)+\text{const}$,

$$\frac{dX}{d\ell}=\frac{Lt}{t+t_0},\qquad \frac{d^2X}{d\ell^2}=\frac{L\,t\,t_0}{(t+t_0)^2}>0 .$$

Fitting this three-parameter form to the noise-free Cabrera–Mott points lowers the misfit from 0.234 to 0.105 bohr, less than a fifth of $\sigma$. The fit has $t_0\approx140$ s and implies $X(0)\approx23.4$ bohr. That last number can be tested, since it claims that a film of nearly the first measured thickness was already present at $t=0$. If an independent measurement found a much thinner initial film, this particular fit would be excluded, but not yet the direct law. A thin initial film makes $t_0$ negligible and brings back the plain line, whose misfit of 0.234 bohr is usually hidden by noise of 0.6 bohr. The measurement counts against the direct law only when the readings are also precise enough to rule out the plain line.

## What would tell the mechanisms apart

More readings help, but slowly. For $P_{\rm wrong}=0.05$ one needs $D=2\times1.645=3.29$. Scaling $D$ as $\sqrt N$ suggests $10\,(3.29/1.234)^2\approx71$ points. With $\delta$ recomputed for each $N$ the formula asks for 100, because the end points, where the line misses most, carry less weight in a denser set and $\delta$ falls from 0.234 to 0.198 bohr. The formula is slightly optimistic: simulated fits still choose wrongly in 0.056 of cases at $N=100$ and reach 0.05 only near $N=110$. The estimate also relies on independent errors.

A longer window acts more strongly, since $\delta$ grows as $h^2$ at fixed $N$. Ten points from 0.1 to $10^5$ s give $\delta=0.66$ bohr, $D=3.5$ and $P_{\rm wrong}\approx0.04$, against 0.05 in simulation. The misfit rises by a factor of 2.8 and not 4, mainly because the window's centre moves to a thinner film. At leading order $gg'\approx2X^3/X_1^2$, and the factor becomes $4\times(24.1/27.8)^3\approx2.6$. These figures are against the plain line; the direct law with an offset ($t_0\approx1.3$ s, $X(0)\approx19$ bohr) misses the same points by only 0.39 bohr. The early readings also presume that oxygen arrives fast enough to build about 1 nm within 0.1 s, which for an alumina-like oxygen density needs at least about $10^{-2}$ Pa even at unit sticking.

A second temperature tests the physics more directly. Assume that $V$, $W$, $\phi$ and $\mu$ do not depend on temperature, and that $t\gg t_0$ for the direct laws. A tunnelling slope $1/(2\kappa)$ then stays fixed, and the slope $k_BT/\mu$ of a linearly rising barrier grows in proportion to $T$. For Cabrera–Mott growth the leading slope is $X^2/X_1=X_1/z^2$, and the growth law gives

$$z\approx\frac{W}{k_BT}-\ln\frac{N_\Omega\,\nu\,t\,X_1}{X^2}.$$

Heating from 300 to 330 K lowers $W/k_BT$ from 60.0 to 54.5. If the change in the logarithm is ignored, $z$ drops from 20.4 to about 15. Although $X_1$ shrinks by a factor of 1.1, the slope should then rise by about $(20.4/15)^2/1.1\approx1.7$.

The fitted slopes over the same times are 1.264 and 1.985 bohr, a ratio of 1.57. The standard error of one slope is

$$\frac{\sigma}{h\sqrt{N(N^2-1)/12}}=\frac{0.6}{0.7675\times9.08}\approx0.086\ \text{bohr},$$

which makes the ratio uncertain by about 0.13. On that scale the expected result lies some 4.5 standard errors from the tunnelling value of 1 and 3.7 from the value of 1.10 for a linearly rising barrier. Testing instead whether the hot slope minus 1 or 1.10 times the cold slope vanishes, a quantity that is Gaussian, gives 5.9 and 4.6 standard errors. In the tunnelling reading, the supposed barrier would have to collapse from 2.1 to 0.9 eV on heating by 30 K. Two sets of ten readings can together reject both direct-logarithmic mechanisms under the stated assumptions, even though the set at 300 K is by itself too noisy to reveal the shape of its curve reliably. The assumption $t\gg t_0$ is essential. With $t_0$ left free at each temperature, a $\chi^2$ test at the 5% level rejects the two mechanisms in only about a half and a third of cases; those fits need initial films of about 25 to 26 bohr, so a measurement of the initial thickness is needed to exclude them.

Such a rejection would still not prove Cabrera–Mott growth, since another process could have a slope that rises with temperature in a similar way. What a straight line over a few decades does establish is narrower: over that window, any departure of $X$ from a line in $\ln t$ was too small to stand out from the noise. The slope itself may still have changed considerably. In the example at 300 K, the noise-free growth per equal step in $\ln t$ rises from 0.746 to 1.265 bohr. The numerical output below gives the individual thicknesses and fit results.

## Table of computed values

```
ion charge q = 3 e, half jump a = 3.0 bohr
voltage V = 0.060 hartree/e, barrier W = 0.057 hartree
N_Omega = 6.0 bohr, attempt frequency = 1.0e+13 1/s
temperature = 300 K, kT = 9.5004e-04 hartree
X1 = 568.4 bohr, u = 5.268e-13 bohr/s
lower validity limit Xc = 9.47 bohr
window 1e+02 to 1e+05 s, 10 points
spacing h in ln t = 0.7675, Lambda = 6.908
noise sigma = 0.60 bohr = 0.32 angstrom
  t =      100.0 s   X = 24.076 bohr
  t =      215.4 s   X = 24.822 bohr
  t =      464.2 s   X = 25.613 bohr
  t =     1000.0 s   X = 26.454 bohr
  t =     2154.4 s   X = 27.349 bohr
  t =     4641.6 s   X = 28.305 bohr
  t =    10000.0 s   X = 29.327 bohr
  t =    21544.3 s   X = 30.421 bohr
  t =    46415.9 s   X = 31.597 bohr
  t =   100000.0 s   X = 32.862 bohr
mid-window t = 3162.3 s, X = 27.819 bohr, z = 20.43
local slope g = 1.2448 bohr, g' = 0.0858
large-z estimates: X^2/X1 = 1.3616 bohr, 2/z = 0.0979
fitted line slope b = 1.2643 bohr
line at mid-window = 28.083 bohr
line misfit: fit 0.2341, formula 0.2286 bohr
inverse-law misfit (fit in X) = 0.01021 bohr
noise-free R^2, direct plot = 0.99300
1-R^2 direct: fit 0.00700, formula 0.00694
1-R^2 inverse plot = 1.31e-05
X1 read from inverse plot = 622.0 bohr
X1/(1-g') = 621.7 bohr
separation D = 1.234
wrong law wins: simulated 0.277, formula 0.269
line passes 5% chi2 test: simulated 0.891, formula 0.891
inverse law passes same test: simulated 0.953
mean R^2 of noisy fits: line 0.9577, inverse 0.9644
line true, inverse law wins: simulated 0.261
points needed for 5% error = 100, simulated 0.056
six-decade window starts at 0.1 s
six decades: misfit 0.657 bohr, D = 3.463
six decades, wrong law wins: simulated 0.047, formula 0.042
offset fit: t0 = 143.5 s, misfit = 0.1050 bohr
offset fit: slope = 1.4116 bohr, X(0) = 23.44 bohr
false tunnelling barrier = 0.0782 hartree = 2.13 eV
slope standard error = 0.0861 bohr
slope at 330 K = 1.9852 bohr
false barrier at 330 K = 0.0317 hartree = 0.86 eV
slope ratio hot/cold = 1.570 +- 0.127
temperature ratio = 1.100
```
